# EUV absorption coefficient of a resist from two film thicknesses: a numerical check

```python
"""
Result under test: two films of one resist on equal membranes, with
thicknesses d1 < d2 and transmission ratio R = T2/T1, have the absorption
coefficient alpha = -ln(R)/(d2-d1) when interference is neglected.
Symbols: n = 1 - delta + i*beta (complex index), alpha = 4*pi*beta/lambda.
Lengths are in nm and alpha in 1/nm inside the program; alpha is printed
in 1/um. Optical constants of resist and membrane are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

PER_UM = 1000.0                     # 1/nm -> 1/um
d_thin, d_thick = 30.0, 60.0
ratio = 0.86
wavelength = 13.5
d_mem = 50.0
delta_resist = 0.020
delta_mem, beta_mem = 0.027, 0.009
step = d_thick - d_thin


def infer_alpha(r, thickness_difference):
    return -np.log(r) / thickness_difference


def transmission(layers):
    """Layer-matrix transmission, vacuum on both sides, normal incidence."""
    m = np.eye(2, dtype=complex)
    for n, d in layers:
        p = 2 * np.pi * n * d / wavelength
        c, s = np.cos(p), np.sin(p)
        m = m @ np.array([[c, -1j * s / n], [-1j * n * s, c]])
    return abs(2 / m.sum()) ** 2


def transmission_from_wave_equation(layers):
    """Integrate E'' = -(k n)^2 E from the exit face back to the entrance."""
    k = 2 * np.pi / wavelength
    y = np.array([1.0 + 0j, 1j * k])
    for n, d in reversed(layers):
        sol = solve_ivp(lambda z, u: [u[1], -(k * n) ** 2 * u[0]],
                        (d, 0.0), y, method="DOP853", rtol=1e-10, atol=1e-12)
        assert sol.success
        y = sol.y[:, -1]
    incident = (y[0] + y[1] / (1j * k)) / 2
    return 1 / abs(incident) ** 2


alpha = infer_alpha(ratio, step)
beta_resist = alpha * wavelength / (4 * np.pi)
alpha_mem = 4 * np.pi * beta_mem / wavelength
n_resist = 1 - delta_resist + 1j * beta_resist
n_mem = 1 - delta_mem + 1j * beta_mem

# Exponential law and membrane cancellation, from absorption slice by slice
def slice_product(a, d, count=100000):
    return np.prod(np.full(count, 1 - a * d / count))

mem_slices = slice_product(alpha_mem, d_mem)
thin_slices = mem_slices * slice_product(alpha, d_thin)
thick_slices = mem_slices * slice_product(alpha, d_thick)
assert abs(thick_slices / thin_slices - ratio) < 1e-5
assert abs(PER_UM * alpha - 5) < 0.1

# Layer matrices against direct integration of the wave equation
def sample(d_film, d_membrane=d_mem):
    return [(n_resist, d_film), (n_mem, d_membrane)]

T_thin = transmission(sample(d_thin))
T_thick = transmission(sample(d_thick))
for d, value in ((d_thin, T_thin), (d_thick, T_thick)):
    assert abs(transmission_from_wave_equation(sample(d)) / value - 1) < 1e-6

# Interference: infer alpha from full wave transmissions, scan all phases
alpha_wave = infer_alpha(T_thick / T_thin, step)
scan_error = 0.0
for extra_film in np.arange(0, 7.01, 0.25):
    for extra_mem in np.arange(0, 7.01, 0.25):
        a = transmission(sample(d_thin + extra_film, d_mem + extra_mem))
        b = transmission(sample(d_thick + extra_film, d_mem + extra_mem))
        scan_error = max(scan_error, abs(infer_alpha(b / a, step) - alpha))
r01 = abs((1 - n_resist) / (1 + n_resist))
r12 = abs((n_resist - n_mem) / (n_resist + n_mem))
r23 = abs((n_mem - 1) / (n_mem + 1))
bound = (2 / step * r01 * (r12 + r23 * np.exp(-alpha_mem * d_mem))
         * (np.exp(-alpha * d_thin) + np.exp(-alpha * d_thick)))
assert 0.7 * bound < scan_error < 1.02 * bound
assert scan_error < 0.01 * alpha

# Thin sample read against the open beam, membrane not removed
alpha_single = -np.log(T_thin) / d_thin
expected_single = alpha + alpha_mem * d_mem / d_thin
assert abs(alpha_single / expected_single - 1) < 0.01

# Reading and thickness errors against recalculated cases
d_ratio, d_len = 0.005, 1.0
err_ratio = d_ratio / (ratio * step)
alpha_low = infer_alpha(ratio + d_ratio, step)
alpha_high = infer_alpha(ratio - d_ratio, step)
assert abs((alpha_high - alpha_low) / 2 / err_ratio - 1) < 0.01
err_len = alpha * d_len / step
half_range = (infer_alpha(ratio, step - d_len)
              - infer_alpha(ratio, step + d_len)) / 2
assert abs(half_range / err_len - 1) < 0.01

# Thick film on a membrane 1 nm too thick, checked with the full wave
err_mem = alpha_mem * d_len / step
T_mismatch = transmission(sample(d_thick, d_mem + d_len))
alpha_mismatch = infer_alpha(T_mismatch / T_thin, step)
# the allowance is the interference ripple, which the formula leaves out
assert abs(alpha_mismatch - alpha - err_mem) < 2 * bound
combined = np.sqrt(err_ratio**2 + err_len**2 + err_mem**2)

# Tilt: decay of the oblique wave against the longer path from Snell's law
def tilt_factor(degrees):
    s = np.sin(np.radians(degrees))
    kz = 2 * np.pi / wavelength * np.sqrt(n_resist**2 - s**2)
    path = 1 / np.sqrt(1 - (s / n_resist.real) ** 2)
    return 2 * kz.imag / alpha, path

for angle in (5, 30):
    from_wave, from_path = tilt_factor(angle)
    assert abs(from_wave / from_path - 1) < 1e-3
tilt_percent = 100 * (tilt_factor(5)[0] - 1)

# Source bandwidth: flat band, absorption taken to rise as lambda cubed
bandwidth, power = 0.02, 3
x = 1 + bandwidth * ((np.arange(2000) + 0.5) / 2000 - 0.5)
def band_signal(d):
    return np.mean(np.exp(-(alpha * d + alpha_mem * d_mem) * x**power))
alpha_band = infer_alpha(band_signal(d_thick) / band_signal(d_thin), step)
band_percent = 100 * (alpha_band / alpha - 1)
assert abs(band_percent) < 0.1

# Equal background in both readings, as a fraction of the thin-film reading
background = 0.01
alpha_background = infer_alpha((ratio - background) / (1 - background), step)
light = np.exp(-alpha_background * np.array([d_thin, d_thick]))
stray = background / (1 - background) * light[0]
assert abs((light[1] + stray) / (light[0] + stray) - ratio) < 1e-12

# Both films lose the same fraction of absorbing matter during measurement
loss = 0.03
left = np.exp(-alpha * (1 - loss) * np.array([d_thin, d_thick]))
loss_percent = 100 * (infer_alpha(left[1] / left[0], step) / alpha - 1)

photon_eV = const.h * const.c / (wavelength * 1e-9) / const.e


def show(label, value, fmt, unit):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("thin film thickness", d_thin, ".0f", "nm")
show("thick film thickness", d_thick, ".0f", "nm")
show("thickness difference", step, ".0f", "nm")
show("thick-to-thin transmission ratio", ratio, ".2f", "(no unit)")
show("minus ln(ratio)", -np.log(ratio), ".4f", "(no unit)")
show("absorption coefficient alpha", PER_UM * alpha, ".3f", "1/um")
show("alpha in other unit", alpha * 1e7, ".3e", "1/cm")
show("base-ten coefficient", PER_UM * alpha / np.log(10), ".3f", "1/um")
show("absorption length 1/alpha", 1 / alpha, ".0f", "nm")
show("thin film alone transmits", np.exp(-alpha * d_thin), ".4f", "(no unit)")
show("thick film alone transmits", np.exp(-alpha * d_thick), ".4f", "(no unit)")
show("wavelength", wavelength, ".1f", "nm")
show("photon energy", photon_eV, ".1f", "eV")
show("resist delta (rough)", delta_resist, ".3f", "(no unit)")
show("resist beta from alpha", beta_resist, ".5f", "(no unit)")
show("membrane thickness", d_mem, ".0f", "nm")
show("membrane delta (rough)", delta_mem, ".3f", "(no unit)")
show("membrane beta (rough)", beta_mem, ".3f", "(no unit)")
show("membrane alpha", PER_UM * alpha_mem, ".2f", "1/um")
show("membrane alone transmits", np.exp(-alpha_mem * d_mem), ".3f", "(no unit)")
show("thin sample, full wave transmission", T_thin, ".4f", "(no unit)")
show("thick sample, full wave transmission", T_thick, ".4f", "(no unit)")
show("full wave ratio", T_thick / T_thin, ".5f", "(no unit)")
show("alpha inferred from full wave ratio", PER_UM * alpha_wave, ".3f", "1/um")
show("wrong alpha, membrane not removed", PER_UM * alpha_single, ".1f", "1/um")
show("|r| vacuum/resist", r01, ".4f", "(no unit)")
show("|r| resist/membrane", r12, ".4f", "(no unit)")
show("|r| membrane/vacuum", r23, ".4f", "(no unit)")
show("interference error, largest in scan", PER_UM * scan_error, ".4f", "1/um")
show("interference error, bound", PER_UM * bound, ".4f", "1/um")
show("interference bound relative to alpha", 100 * bound / alpha, ".2f", "%")
show("half step of last digit of ratio", d_ratio, ".3f", "(no unit)")
show("alpha if ratio is half a step higher", PER_UM * alpha_low, ".2f", "1/um")
show("alpha if ratio is half a step lower", PER_UM * alpha_high, ".2f", "1/um")
show("error from half step of ratio", PER_UM * err_ratio, ".2f", "1/um")
show("assumed thickness error, film or membrane", d_len, ".0f", "nm")
show("error from film thickness difference", PER_UM * err_len, ".2f", "1/um")
show("error from membrane mismatch", PER_UM * err_mem, ".2f", "1/um")
show("same mismatch, full wave shift",
     PER_UM * (alpha_mismatch - alpha), ".2f", "1/um")
show("three errors, root of summed squares", PER_UM * combined, ".2f", "1/um")
show("5 degree tilt changes inferred alpha by", tilt_percent, "+.2f", "%")
show("source bandwidth, full width", 100 * bandwidth, ".0f", "%")
show("bandwidth changes inferred alpha by", band_percent, "+.3f", "%")
show("background in thin-film reading", 100 * background, ".0f", "%")
show("alpha after background removal", PER_UM * alpha_background, ".2f", "1/um")
show("resist material lost in both films", 100 * loss, ".0f", "%")
show("material loss changes inferred alpha by", loss_percent, "+.1f", "%")
print("no test failed")
```

Output:

```
thin film thickness: 30 nm
thick film thickness: 60 nm
thickness difference: 30 nm
thick-to-thin transmission ratio: 0.86 (no unit)
minus ln(ratio): 0.1508 (no unit)
absorption coefficient alpha: 5.027 1/um
alpha in other unit: 5.027e+04 1/cm
base-ten coefficient: 2.183 1/um
absorption length 1/alpha: 199 nm
thin film alone transmits: 0.8600 (no unit)
thick film alone transmits: 0.7396 (no unit)
wavelength: 13.5 nm
photon energy: 91.8 eV
resist delta (rough): 0.020 (no unit)
resist beta from alpha: 0.00540 (no unit)
membrane thickness: 50 nm
membrane delta (rough): 0.027 (no unit)
membrane beta (rough): 0.009 (no unit)
membrane alpha: 8.38 1/um
membrane alone transmits: 0.658 (no unit)
thin sample, full wave transmission: 0.5655 (no unit)
thick sample, full wave transmission: 0.4865 (no unit)
full wave ratio: 0.86025 (no unit)
alpha inferred from full wave ratio: 5.018 1/um
wrong alpha, membrane not removed: 19.0 1/um
|r| vacuum/resist: 0.0105 (no unit)
|r| resist/membrane: 0.0040 (no unit)
|r| membrane/vacuum: 0.0144 (no unit)
interference error, largest in scan: 0.0132 1/um
interference error, bound: 0.0151 1/um
interference bound relative to alpha: 0.30 %
half step of last digit of ratio: 0.005 (no unit)
alpha if ratio is half a step higher: 4.83 1/um
alpha if ratio is half a step lower: 5.22 1/um
error from half step of ratio: 0.19 1/um
assumed thickness error, film or membrane: 1 nm
error from film thickness difference: 0.17 1/um
error from membrane mismatch: 0.28 1/um
same mismatch, full wave shift: 0.27 1/um
three errors, root of summed squares: 0.38 1/um
5 degree tilt changes inferred alpha by: +0.40 %
source bandwidth, full width: 2 %
bandwidth changes inferred alpha by: -0.009 %
background in thin-film reading: 1 %
alpha after background removal: 5.08 1/um
resist material lost in both films: 3 %
material loss changes inferred alpha by: -3.0 %
no test failed
```
